# Maximum Remanent Polarization of Randomly Oriented Hafnia Grains

Take a film of many small crystals, each with one polar axis that is fixed in the crystal and points in a random direction. The polarization of a grain has magnitude $P_s$ and may point either way along its axis. A strong field along the film normal makes every grain choose the sign with a positive normal component. If the axis makes an angle $\theta$ with the normal, the grain then contributes $P_s|\cos\theta|$. For random axes $u=\cos\theta$ is uniform between $-1$ and $1$, because the solid angle is $\sin\theta\,d\theta\,d\phi=|du|\,d\phi$. The average is

$$f_1=\frac12\int_{-1}^{1}|u|\,du=\int_0^1u\,du=\frac12 .$$

Sign reversal alone therefore gives half of the single-crystal value. In ferroelectric hafnia the polar axis lies along one of the three axes of a nearly cubic cell. If a grain may also exchange these axes, it has six directions to choose from, and the average rises.

## The estimate on an envelope

Seen from the crystal, the film normal is a unit vector $\mathbf n$, uniformly distributed over the sphere. Each of $K$ equivalent polar directions owns the part of the sphere where it is the nearest one, with solid angle $4\pi/K$. Replace that part by a circular cap of equal solid angle and half-angle $\alpha$:

$$2\pi(1-\cos\alpha)=\frac{4\pi}{K}\quad\Rightarrow\quad\cos\alpha=1-\frac2K .$$

Within the cap $\cos\theta$ is uniform between $\cos\alpha$ and 1, so its mean is

$$\frac{1+\cos\alpha}{2}=1-\frac1K .$$

For $K=2$ the cap is a hemisphere, which is the true region, and the result is $1/2$. For $K=6$ it is $5/6=0.833$.

The estimate cannot be too low. Among regions of given solid angle, the cap collects the points with the largest $\cos\theta$, and any other shape trades some of them for points with smaller $\cos\theta$.

## What is being maximized

The remanent polarization $P_r$ is the volume average of the normal component after the field is removed. The ideal limit assumes complete poling, no return afterwards, a fully polar film, and random orientations with equal grain weights.

A grain may contain several domains. Let $w_{\mathbf v}\ge0$ be the volume fraction polarized along the unit vector $\mathbf v$, with $\sum_{\mathbf v}w_{\mathbf v}=1$. Then

$$\frac{P_n}{P_s}=\sum_{\mathbf v}w_{\mathbf v}\,\mathbf v\cdot\mathbf n\le\max_{\mathbf v}(\mathbf v\cdot\mathbf n),$$

since a weighted mean cannot exceed its largest member. A single domain along the best direction reaches the bound. It is also the state that a field $E$ along $\mathbf n$ prefers, because the polar energy density $-P_sE\,\mathbf v\cdot\mathbf n$ is lowest there.

With six directions $\pm\hat x,\pm\hat y,\pm\hat z$ the largest projection is $\max(|n_x|,|n_y|,|n_z|)$. The required number is its average over the sphere.

## The six-direction average

The six regions are equivalent, so it suffices to treat the one where $+\hat z$ is best. It splits by symmetry into eight equal wedges. In the wedge $0<\phi<\pi/4$ we have $n_x\ge n_y\ge0$, so the condition to satisfy is $n_z>n_x$:

$$\cos\theta>\sin\theta\cos\phi\quad\Rightarrow\quad\tan\theta<\tan\theta_m=\frac1{\cos\phi}.$$

The polar integral of $n_z=\cos\theta$ is

$$\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta=\frac{\sin^2\theta_m}{2}
=\frac12\,\frac{\tan^2\theta_m}{1+\tan^2\theta_m}=\frac{1}{2(1+\cos^2\phi)} .$$

Eight wedges give the region integral

$$A=4\int_0^{\pi/4}\frac{d\phi}{1+\cos^2\phi}.$$

Put $t=\tan\phi$, so that $\cos^2\phi=1/(1+t^2)$ and $d\phi=dt/(1+t^2)$. The factors $1+t^2$ cancel:

$$A=4\int_0^1\frac{dt}{2+t^2}=\frac{4}{\sqrt2}\arctan\frac1{\sqrt2}=2\sqrt2\arctan\frac1{\sqrt2}=1.7408 .$$

Six regions, divided by the full solid angle, give

$$f_6=\frac{6A}{4\pi}=\frac{3\sqrt2}{\pi}\arctan\frac1{\sqrt2}=0.8312 .$$

A direct numerical average over the sphere also gives 0.8312. The cap estimate is high by 0.3 percent of this value: the true region is a square with curved sides, which is close to a circle.

## An intermediate case: one axis locked

Suppose the polar direction can take only $\pm\hat y$ and $\pm\hat z$. Measure $\theta$ from the locked axis $\hat x$ and $\phi$ around it. The best projection is $\sin\theta\,\max(|\cos\phi|,|\sin\phi|)$, whose two factors average independently:

$$\langle\sin\theta\rangle=\frac12\int_0^\pi\sin^2\theta\,d\theta=\frac\pi4,$$

$$\langle\max(|\cos\phi|,|\sin\phi|)\rangle=\frac2\pi\int_{-\pi/4}^{\pi/4}\cos\phi\,d\phi=\frac{2\sqrt2}{\pi}.$$

Hence $f_4=1/\sqrt2=0.7071$. The cap estimate $3/4$ is now 6 percent too high. Each region is a lune that runs to the poles $\pm\hat x$, where the available projection vanishes, and a cap represents it poorly.

## Texture and small cells

Since $1=n_x^2+n_y^2+n_z^2\le3\max(n_i^2)$, every grain with six directions obeys

$$\frac1{\sqrt3}\le\max|n_i|\le1 .$$

The lower limit belongs to a body diagonal along the normal, the upper one to a cube axis. A film with perfect body-diagonal texture reaches 0.577, less than a random film. The 83 percent is thus a bound for random orientation and not for every polycrystal.

A small capacitor samples few grains and can lie above or below the average. The spread follows from the mean squares. For one axis $\langle u^2\rangle=1/3$. For four directions $\langle\sin^2\theta\rangle=2/3$, and

$$\langle\max(\cos^2\phi,\sin^2\phi)\rangle=\frac2\pi\int_{-\pi/4}^{\pi/4}\frac{1+\cos2\phi}{2}\,d\phi=\frac12+\frac1\pi ,$$

so the product is 0.5455.

For six directions, let $x_1,x_2,x_3$ be independent Gaussian variables of unit variance. Their vector has a random direction independent of its length, and its mean squared length is 3, so $\langle\max x_i^2\rangle=3\langle\max n_i^2\rangle$. Write $g(z)=e^{-z^2/2}/\sqrt{2\pi}$ and $F(z)=\int_{-z}^{z}g\,dz'$, so that $F'=2g$. Three choices of the largest component and two signs give

$$\langle\max x_i^2\rangle=6\int_0^\infty z^2gF^2\,dz .$$

Because $zg=-g'$, integration by parts with vanishing boundary terms yields

$$6\int_0^\infty gF^2\,dz+24\int_0^\infty zg^2F\,dz .$$

The first term is $3\int_0^1F^2\,dF=1$. In the second, $g^2=e^{-z^2}/2\pi$, and another integration by parts gives

$$\int_0^\infty ze^{-z^2}F\,dz=\int_0^\infty e^{-z^2}g\,dz=\frac1{\sqrt{2\pi}}\,\frac12\sqrt{\frac{2\pi}{3}}=\frac1{2\sqrt3}.$$

The second term is therefore $(24/2\pi)/(2\sqrt3)=2\sqrt3/\pi$, and

$$\langle\max n_i^2\rangle=\frac13+\frac{2}{\sqrt3\,\pi}=0.7009 .$$

Subtracting the squared means gives one-grain standard deviations $\sigma$ of 0.289, 0.213 and 0.100 for one axis, four directions and six directions. For $N$ independent grains of equal weight the deviation of the cell average is $\sigma/\sqrt N$.

## Numbers for a thin film

Consider a 10 nm hafnia-zirconia film with the rough value $P_s=50$ uC/cm2. The ideal limits are

- one fixed axis: $0.5000\times50=25.0$ uC/cm2;
- four directions: $0.7071\times50=35.4$ uC/cm2;
- six directions: $0.8312\times50=41.6$ uC/cm2 (0.416 C/m2).

A square cell 50 nm wide with 10 nm grains holds 25 of them. The cell-to-cell deviation is $50\times0.100/5=1.0$ uC/cm2 with six directions and 2.9 uC/cm2 with one axis, or 2.4 and 12 percent of the respective means. Free choice of axis raises the mean and narrows the spread.

## Does elasticity permit the choice?

The cell is not quite cubic. It has a long axis, a short axis and a polar axis close in length to the short one. Exchanging the polar and short axes strains a clamped grain by roughly $s=1$ percent; moving the long axis strains it by roughly 4 percent. With a modulus $Y=200$ GPa, the scale of the cost, $U=Ys^2/2$, is 10 and 160 MJ/m3. Reversing the sign on the old axis leaves the strain unchanged and has no elastic cost, so the gain from changing axis is counted from the better of the two signs. At a poling field of 3 MV/cm this gain is at most $P_sE=0.5\times3\times10^8$ J/m3, or 150 MJ/m3.

Let the grain start unstrained with its polar axis on $z$, short axis on $y$ and long axis on $x$, and let it remain a single domain. In the single-domain state of lowest energy at the poling field, it exchanges the polar and short axes if

$$|n_y|-|n_z|>\frac{10}{150}=0.067 .$$

To polarize along $x$ it would need $|n_x|-160/150>|n_z|$, which is impossible because the left side is negative. Averaged over orientations, about 45 percent of the grains exchange the short axis and none move the long one. The polarization is about $0.71P_s$, or 35 uC/cm2, less than 1 percent below the four-direction limit. The loss is small because the grains that the cost holds back, about 5 percent of all, each forgo less than $0.067P_s$.

A grain that splits into domains can do better: the elastic cost of a partial exchange grows as the square of the exchanged fraction, while the gain is linear in it. Take the cost as $160w_x^2+10w_y^2$ MJ/m3 for fractions $w_x$ and $w_y$ polarized along $x$ and $y$, and neglect domain-wall energy and barriers. Minimizing the energy over the fractions then gives about $0.74P_s$ while the poling field is on, and about 37 percent of the grains polarize partly along $x$. If the two strains are added as tensors instead, the polarization stays near $0.74P_s$ and the share lies between about 30 and 44 percent. This is not yet a remanent value: when the field is removed, the elastic energy drives the exchanged domains back unless a barrier holds them. The estimates below return to single-domain grains.

On the same rough scale, a coercive field of 1 MV/cm provides a holding energy $P_sE_c=50$ MJ/m3. This exceeds the cost of the short-axis exchange but not that of moving the long axis. The same barrier also opposes the exchange during poling. If it must be overcome in full, the threshold 0.067 rises to $60/150=0.4$; about 24 percent of the grains then exchange the short axis, and the polarization is about $0.66P_s$ even with complete sign reversal. Reversal may itself be incomplete. If the field component along a fixed axis must exceed 1 MV/cm, a third of the grains do not reverse at 3 MV/cm, and the one-axis average falls from 0.50 to 0.44 when their signs stay random.

The exclusion of the long axis is sensitive to the inputs. For a single-domain grain without a barrier it begins to lift at $160/150\times3=3.2$ MV/cm. An exchange, however, strains two axes with opposite signs. For an isotropic solid with Poisson ratio $\nu=0.3$ the cost is then $Ys^2/(1+\nu)$, about 246 MJ/m3, and the onset moves to 4.9 MV/cm, above a typical breakdown field. Stress relaxation or a smaller strain would lower it. Reaching 83 percent requires such relief, or grains that take their best orientation while the polar phase forms. These selections also neglect the internal fields estimated below. An uncompensated grain polarized in the film plane carries a depolarizing energy of about 100 MJ/m3, which favours the axis nearest the normal. Counted for single-domain grains at 3 MV/cm, it lets about 8 percent move the long axis with the 160 MJ/m3 cost (polarization about $0.77P_s$), and almost none with the 246 MJ/m3 cost.

## Internal fields

Let an interface layer of thickness $d$ and permittivity $\varepsilon_i$ lie in series with a film of thickness $t$ and permittivity $\varepsilon_r$. In a short-circuited capacitor, with laterally averaged fields,

$$Et+E_id=0,\qquad \varepsilon_0\varepsilon_rE+P=\varepsilon_0\varepsilon_iE_i .$$

Inserting $E_i=-Et/d$ gives

$$E=-\frac{P}{\varepsilon_0(\varepsilon_r+\varepsilon_it/d)} .$$

For $d=0.5$ nm and both permittivities 30, $\varepsilon_it/d=600$. With $P=0.416$ C/m2 the opposing field is 0.75 MV/cm, not far below the coercive field. The electrode charge $\varepsilon_0\varepsilon_iE_i$ is $600/630=0.952$ of $P$. The field in the layer itself is $t/d=20$ times larger, about 15 MV/cm, which is far above a typical breakdown field. A real insulating layer would be expected to leak or trap charge, which reduces the opposing field, so this estimate holds only for an ideal layer.

The lateral components matter more. Their root mean square is $50\sqrt{1-0.7009}=27.3$ uC/cm2, and they change from grain to grain, leaving bound charge at the boundaries. As a scale, take a long column polarized sideways. It is equivalent to two cylinders of charge density $\pm\rho$ displaced by $\mathbf s$, with $\mathbf P=\rho\mathbf s$. Each has an interior field $\pm\rho\mathbf r/(2\varepsilon_0\varepsilon_r)$ from its own axis, so the sum is $-\mathbf P/(2\varepsilon_0\varepsilon_r)$, here 5.1 MV/cm. This exceeds both the coercive field and a rough breakdown field of 4 MV/cm. Grains as wide as the film is thick are partly screened by the electrodes, so the figure is not a prediction. For square grains of that width with uncorrelated neighbours, solving the electrostatic problem between two electrodes lowers the factor $1/2$ to about 0.21 and the mean opposing field to about 2.1 MV/cm. This mean is below the rough breakdown field, though with the neighbours' contribution the grain-averaged field exceeds 4 MV/cm in about a tenth of the grains. The opposing component along the polar axis averages about 1.2 MV/cm and exceeds 1 MV/cm in roughly half of the grains. The average comes from the grain's own bound charge, whose energy is the same after the whole grain reverses, so it favours splitting into domains rather than reversal. The neighbours' part averages zero, has a spread of about 0.6 MV/cm, and opposes the polarization by more than 1 MV/cm in about 6 percent of the grains. On this scale many grains may need compensating charge or correlated neighbours to stay in the ideal state. Internal fields can make grains leave their best direction, which lowers $P_r$; the bound itself stands.

## Comparison with real films

The inputs are in the usual range for hafnia-zirconia capacitors, though the strains, modulus and interface layer are only scales. Measured remanent polarizations are often roughly 20 uC/cm2, about half the six-direction limit. Real films break several assumptions. A nonpolar fraction of 20 percent lowers 41.6 to 33.2 uC/cm2; perfect body-diagonal texture gives 28.9 uC/cm2; a locked long axis gives about 35 uC/cm2; sign reversal alone gives 25 uC/cm2. Because these reductions can combine, a measured value near 20 does not identify which one acts. Dielectric anisotropy is a minor correction to the choice of direction: for a permittivity difference of 10, its energy $\varepsilon_0\Delta\varepsilon E^2/2$ is 2.7 percent of $P_sE$ at the poling field. The numerical output lists the inputs and the main results.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
single-crystal polarization Ps = 50 uC/cm2
poling field = 3.0 MV/cm
coercive field = 1.0 MV/cm
breakdown field = 4.0 MV/cm
film thickness = 10 nm
film relative permittivity = 30
grain width = 10 nm, cell width = 50 nm
grains per cell = 25
polar phase fraction = 0.80
elastic modulus = 200 GPa
strain, short-axis exchange = 1 percent
strain, long-axis move = 4 percent
permittivity difference between axes = 10
interface layer = 0.5 nm, permittivity 30
ORIENTATION AVERAGES
region integral A: formula = 1.7408
region integral A: quadrature = 1.741
one fixed axis: formula 0.5000, quadrature 0.5000, rotated 0.501
four directions: formula 0.7071, quadrature 0.7071, rotated 0.708
six directions: formula 0.8312, quadrature 0.8312, rotated 0.831
one fixed axis: mean square 0.3333, one-grain deviation 0.2887
four directions: mean square 0.5455, one-grain deviation 0.2134
six directions: mean square 0.7009, one-grain deviation 0.1000
six directions, normal on body diagonal = 0.5774
REMANENT POLARIZATION
one fixed axis: Pr = 25.0 uC/cm2, cell deviation = 2.89 uC/cm2
four directions: Pr = 35.4 uC/cm2, cell deviation = 2.13 uC/cm2
six directions: Pr = 41.6 uC/cm2, cell deviation = 1.00 uC/cm2
body-diagonal texture: Pr = 28.9 uC/cm2
six directions with nonpolar part: Pr = 33.2 uC/cm2
NEGLECTED EFFECTS
driving energy Ps*E = 150 MJ/m3
elastic cost, short-axis exchange = 10 MJ/m3
elastic cost, long-axis move = 160 MJ/m3
holding energy Ps*Ec = 50 MJ/m3
share of grains exchanging short axis = 0.454
share of grains moving long axis = 0.000
fraction of Ps with elastic cost = 0.7056
Pr with elastic cost = 35.3 uC/cm2
dielectric/polar energy ratio = 0.027
depolarizing field from interface = 0.75 MV/cm
electrode charge / ideal charge = 0.952
rms lateral polarization = 27.3 uC/cm2
lateral field if uncompensated = 5.1 MV/cm
poling field / breakdown field = 0.75
```
